# Fragile-to-strong crossover: fast crystallization and slower retention loss above Tg

A simulation of a phase-change memory cell needs a viscosity function for the supercooled liquid, because viscosity sets how fast the amorphous bit crystallizes. Suppose two points are known: the melt viscosity and the glass transition temperature $T_g$. One must decide whether to join them by a single fragile curve or by two branches, strong near $T_g$ and fragile above. For the cell treated below, the choice hardly changes the SET (crystallizing) time at its best temperature, 5 ns against 6 ns. It changes the lifetime of the amorphous state at 460 K, 20 K above $T_g$, from about four minutes to eleven hours.

A liquid is called strong if its viscosity follows an Arrhenius law, and fragile if the apparent barrier grows on cooling. A fragile-to-strong crossover means that, on cooling, the liquid leaves a fragile branch at $T_x$ and continues on a strong one. Its benefit depends on what is held fixed. Here the compared liquids have the same crystal, heat of fusion, atomic size, melting point $T_m$, melt viscosity $\eta_m$ and $T_g$, defined by $\eta_g=10^{12}$ Pa s. With these fixed, the benefit exists above $T_g$ and turns into a loss below it.

## From viscosity to crystallization time

The algebra uses atomic units with $k_B=1$: $\theta$ is the temperature as an energy and $\beta=1/\theta$. Subscripts $m$, $x$, $g$ refer to melting, crossover and glass transition, so $\beta_m<\beta_x<\beta_g$.

Let an atom hop a distance $a$ at rate $\nu$ in each direction. Along one axis its mean square displacement is $2\nu a^2t$, which must equal $2Dt$, so $\nu=D/a^2$. At the crystal surface, joining the crystal lowers the free energy by $\Delta\mu$. Detailed balance makes the reverse hop slower by $e^{-x}$, with $x=\beta\Delta\mu$. The surface therefore advances at

$$u=a\nu(1-e^{-x})=\frac{D}{a}\,(1-e^{-x}).$$

If liquid and crystal have equal heat capacities, $\Delta\mu=h-\theta s$ with constant heat of fusion $h$ and entropy of fusion $s$ per atom. It vanishes at melting, so $s=h/\theta_m$ and

$$x=\beta h\left(1-\frac{\theta}{\theta_m}\right)=h(\beta-\beta_m).$$

The Stokes-Einstein relation for a sphere of diameter $a$ gives $D=\theta/(3\pi a\eta)$. The time to grow a depth $L$ from an existing crystalline rim is then

$$t=\frac{L}{u}=\frac{3\pi a^2L\,\eta}{\theta\,(1-e^{-x})}. \tag{1}$$

The same $t$ is the SET time when the cell is hot and the retention lifetime when it is merely warm. At a given temperature, two liquids with the same $h$, $\theta_m$, $a$ and $L$ differ in $t$ through $\eta$ alone.

## Two branches and one barrier budget

Define the local barrier $E=d\ln\eta/d\beta$. The strong branch has constant barrier $E_s$:

$$\ln\eta=\ln\eta_g-E_s(\beta_g-\beta),\qquad \beta\ge\beta_x. \tag{2}$$

For the fragile branch I use the MYEGA form, with a finite limit $\eta_\infty$ at infinite temperature:

$$y\equiv\ln\frac{\eta}{\eta_\infty}=K\beta e^{C\beta},\qquad E=Ke^{C\beta}+KC\beta e^{C\beta}=Ke^{C\beta}(1+C\beta). \tag{3}$$

Two points fix its constants. Dividing the values of $y$ at $\beta_x$ and $\beta_m$ removes $K$:

$$\frac{y_x}{y_m}=\frac{\beta_x}{\beta_m}e^{C(\beta_x-\beta_m)}\;\Rightarrow\; C=\frac{1}{\beta_x-\beta_m}\ln\frac{y_x\beta_m}{y_m\beta_x},\qquad K=\frac{y_m}{\beta_m}e^{-C\beta_m}.$$

The liquid that is fragile throughout uses the same form through the melt and glass-transition points.

Integrating the definition of $E$ between the common end points gives

$$\int_{\beta_m}^{\beta_g}E\,d\beta=\ln\frac{\eta_g}{\eta_m}. \tag{4}$$

Every liquid in this comparison has the same total to spend. The fragile liquid spends much of it close to $T_g$, where its barrier is largest. The crossover liquid spends less there and must spend the rest above $T_x$.

Let $\bar E=\ln(\eta_g/\eta_m)/(\beta_g-\beta_m)$ be the overall mean barrier and $\bar E_h$ the mean between $\beta_m$ and $\beta_x$. Splitting (4) at $\beta_x$,

$$\bar E(\beta_g-\beta_m)=E_s(\beta_g-\beta_x)+\bar E_h(\beta_x-\beta_m).$$

Writing $\beta_g-\beta_m=(\beta_g-\beta_x)+(\beta_x-\beta_m)$ on the left and rearranging,

$$\bar E_h-\bar E=(\bar E-E_s)\,\frac{\beta_g-\beta_x}{\beta_x-\beta_m}. \tag{5}$$

If $E_s<\bar E$, the mean barrier above $T_x$ must exceed $\bar E$. Since the barrier in (3) rises with $\beta$ when $C>0$, which holds whenever $\bar E_h>y_m/\beta_m$, its value at $\beta_x$ is larger still, so the barrier drops when the liquid cools through $T_x$.

The condition $E_s<\bar E$ also says when the crossover is needed to reach the melt viscosity. Continued to melting, the strong branch gives $\ln\eta=\ln\eta_g-E_s(\beta_g-\beta_m)$, which lies above $\ln\eta_m$ precisely when $E_s<\bar E$. At $E_s=\bar E$ the straight line just reaches $\eta_m$ at melting, but the liquid is still slower a little below melting, because its barrier does not become small there.

## The numbers of a small cell

Take an amorphous plug 10 nm wide that recrystallizes from both sides, so $L=5$ nm. The rough inputs are $T_g=440$ K, $T_x=520$ K, $T_m=810$ K, $h=0.17$ eV, $a=0.30$ nm, $\eta_m=10^{-3}$ Pa s and $\eta_\infty=10^{-4}$ Pa s. In inverse electronvolts, $\beta_m=14.33$, $\beta_x=22.32$ and $\beta_g=26.37$.

Fragility is the slope of $\log_{10}\eta$ against $T_g/T$ at $T_g$. Since $T_g/T=\beta/\beta_g$, it equals $\beta_gE/\ln10$. A strong-branch fragility of 30 means

$$E_s=\frac{30\times2.303}{26.37}=2.62\ \text{eV}.$$

The fragile liquid has 8.0 eV at $T_g$, a fragility of 92. Such large values are apparent barriers: they measure how fast the viscosity changes, not the height of one atomic jump.

The budget is $\ln10^{15}=34.5$. The crossover liquid spends $2.62\times4.05=10.6$ between $T_g$ and $T_x$, leaving 23.9. Its mean barrier above $T_x$ is $23.9/7.99=2.99$ eV, slightly above $\bar E=2.87$ eV. The barrier just above $T_x$ is much larger, 7.7 eV, because the fragile form distributes its share unevenly. At melting, (3) gives only

$$E=\frac{y_m}{\beta_m}(1+C\beta_m)=\frac{2.303}{14.33}(1+0.249\times14.33)=0.73\ \text{eV}.$$

## Why the hot cell is fast

Take the logarithm of (1) and differentiate. The term $-\ln\theta=\ln\beta$ contributes $1/\beta=\theta$. The last factor contributes $-he^{-x}/(1-e^{-x})=-h/(e^x-1)$. Thus

$$\frac{d\ln t}{d\beta}=E+\theta-\frac{h}{e^x-1}. \tag{6}$$

Growth is fastest where this vanishes. Closer to melting the driving force is too small; at lower temperature the liquid is too viscous. For the crossover liquid the optimum is 762 K, where $\eta=2.1\times10^{-3}$ Pa s, $u=0.82$ m/s and

$$t=\frac{5\times10^{-9}\ \text{m}}{0.82\ \text{m/s}}=6.1\ \text{ns}.$$

The fragile liquid needs 4.9 ns at its own optimum. It is the faster one at every temperature between $T_g$ and $T_m$, so the crossover costs some speed.

The strong branch continued upward would have 0.020 Pa s at melting, twenty times the actual value, and would need 333 ns at best. Two features of the fragile branch remove this delay. The larger mean barrier brings the viscosity down to $\eta_m$ at melting. The small barrier near melting then keeps it low at the useful undercooling. A constant barrier of 2.99 eV from the same melt point would multiply the viscosity by $e^{2.99\times0.90}\approx15$ at 762 K; the fragile branch multiplies it by 2.1. A liquid with that constant barrier would do best closer to melting, with 19 ns at 792 K, so the first feature takes the best time from 333 to 19 ns and the second from 19 to 6.1 ns.

A second limit is a liquid that is Arrhenius at all temperatures, with the common $T_g$ and $\eta_\infty$ but no longer the common $\eta_m$. Its barrier is $\ln10^{16}/26.37=1.40$ eV. It retains best above $T_g$, lasting 9500 s at 500 K, but its shortest SET time is 0.46 s.

## Why the warm cell loses lifetime slowly

Near $T_g$, the last two terms of (6) are $0.038-0.025=0.013$ eV, negligible beside $E$. In ordinary units $d\beta/dT=-1/(k_BT^2)$, so the heating that costs one decade of lifetime is about

$$\Delta T\simeq\frac{\ln10\;k_BT_g^2}{E}. \tag{7}$$

This gives 14.7 K for the crossover liquid and 4.8 K for the fragile one. The full expression (1) gives 15.1 K and 5.0 K, slightly more, mainly because (7) ignores the growth of $T^2$ and, in the fragile liquid, also the fall of $E$ on heating.

At equal temperature all factors in (1) except viscosity cancel. Using $\ln\eta(\beta)=\ln\eta_g-\int_\beta^{\beta_g}E\,d\beta'$ for both liquids,

$$\frac{t_{\rm cross}}{t_{\rm fragile}}=\exp\int_\beta^{\beta_g}(E_{\rm fragile}-E_s)\,d\beta',\qquad \beta\ge\beta_x. \tag{8}$$

Above $T_g$ the integral is positive in this example. Both lifetimes start at $8.0\times10^5$ s, about nine days, at 440 K. They then become:

- 460 K: $3.9\times10^4$ s with the crossover, 230 s without;
- 480 K: 2500 s against 0.6 s;
- 500 K: 200 s against 0.0075 s.

The ratio at 460 K is 173. It depends strongly on the rough value of $\eta_\infty$, which helps to set the fragility of the second liquid: $10^{-5}$ Pa s would give 43. The gain is one of degree: at 533 K, a solder-reflow temperature, the crossover liquid lasts 0.4 s and the fragile one $5\times10^{-5}$ s, and neither survives a reflow step of tens of seconds.

## Where the advantage reverses

Below $T_g$ the limits of the integral in (8) change order and its sign changes. A low barrier that limits the loss on heating also limits the gain on cooling. The temperature that allows one hour of retention is 477 K with the crossover and 453 K without. For ten years it is 405 K with the crossover and 429 K without. A ten-year specification would favour the fragile liquid in this model.

The benefit also disappears if the high-temperature branch, rather than $T_g$, is held fixed. Continued below $T_x$, that branch has a larger barrier than the strong one, so its viscosity rises faster and reaches $10^{12}$ Pa s at 494 K. Switching to the strong branch lowers $T_g$ from 494 to 440 K and shortens life at every temperature below $T_x$. The crossover by itself does not create retention. It changes how a given total fall in viscosity is distributed over temperature.

## Real cells

The inputs are loosely modelled on Ag-In-Sb-Te, an antimony-rich alloy that crystallizes mainly by growth from its rim. They are rough choices, not a fit, and the lifetimes are not predictions for that alloy: crystals in its melt-quenched glass grow much faster in the warm range than (1) gives here. The values of $T_g$ and the strong-branch fragility are especially uncertain, since crystallization interferes with their measurement. Moving $T_x$ to 480 or 560 K changes the best SET time only to 5.4 or 6.8 ns. Taking $\eta_\infty=10^{-5}$ Pa s instead gives 8.3 ns with the crossover and 6.8 ns without, so the two times stay close, but their values depend on this input.

One weak assumption is Stokes-Einstein. In deeply supercooled liquids, diffusion can fall less steeply than $1/\eta$. If $D\propto\theta\,\eta^{-\xi}$, matched at melting, (1) acquires a factor $(\eta_m/\eta)^{1-\xi}$. For a rough $\xi=0.7$ this is $(10^{-15})^{0.3}=3\times10^{-5}$ at $T_g$, and nine days become 25 s. The barrier in (6) becomes $\xi E$ for both liquids, so the crossover liquid still loses life more slowly per kelvin, and the ratio at 460 K is $173^{0.7}\approx37$. For relaxed liquids, one hour of retention would now lie below $T_g$, at 399 K with the crossover and 427 K without, and the advantage would be confined to lifetimes shorter than 25 s. These two temperatures are only formal. With the relaxation time estimated below, relaxing takes 100 s at $T_g$ and about 30 hours at either of them, so the glass would crystallize before it became the liquid that the formula describes.

Both the onset of this decoupling and its equal strength in the two liquids matter. If it began only at the viscosity reached at $T_x$, the lifetime at $T_g$ would be about nine hours, and the one-hour temperatures would again lie above $T_g$. If it began at melting but $\xi$ were 0.6 in the crossover liquid and 0.7 in the fragile one, the ratio at 460 K would be only 1.6, and at 450 K the fragile liquid would last longer.

Nucleation inside the plug can also shorten the lifetime. The nucleation rate and the growth speed are both proportional to $D$, so in a classical estimate the number of nuclei formed during the growth time does not depend on viscosity. At 460 K it is about $4\times10^4$ for an interfacial energy of 0.06 J/m² and 0.7 for 0.10 J/m². With a nucleation rate $J$ per volume, growing nuclei fill the plug in a time of order $(Ju^3)^{-1/4}$. If $N$ nuclei form in the volume $(2L)^3$ during $t=L/u$, then $J=N/(8L^3t)$ and this time is $t\,(8/N)^{1/4}$. In the first case this gives about $t/8$, which shows that nucleation can matter but not by how much: the plug holds only about $4\times10^4$ atoms and the critical nucleus about three, too few for classical theory. If nucleation does shorten the lifetime, the ratio of the two liquids at equal temperature survives as long as both rates are proportional to $D$, but a given retention time then requires a lower temperature.

The model also assumes a relaxed liquid. With a shear modulus $G$ of roughly 10 GPa, the relaxation time $\eta/G$ at 460 K is 5 s in the crossover liquid. That is far below its Stokes-Einstein lifetime, but comparable with the 3 s found with $\xi=0.7$, in which case the glass could crystallize before it has fully relaxed. A RESET (melt-and-quench) pulse cooling at $10^{11}$ K/s starts to drive the structure out of equilibrium near 615 K, and it freezes while still on the fragile branch, so a fresh bit needs time before the strong branch describes it. The same quench regrows only 0.75 nm of crystal; at $1.5\times10^{10}$ K/s the whole 5 nm would regrow.

A crossover is therefore a reason to prefer a material under definite conditions: the alternatives have the same $T_g$, the same melt viscosity and the same relation between diffusion and viscosity, the required retention lies above $T_g$, and the bit has relaxed. For retention below $T_g$, the lifetime at the temperature of use must be compared directly. The remaining values are in the numerical output below.

## Calculated quantities

```
Tg, Tx, Tm: 440, 520, 810 K
viscosity at Tg, Tm, infinite T: 1e+12, 1e-03, 1e-04 Pa s
heat of fusion: 0.17 eV/atom; jump length: 0.30 nm
growth depth: 5 nm
fragility at Tg, crossover / fragile: 30 / 91.7
barrier at Tg, crossover / fragile: 2.62 / 8.01 eV
barrier just above Tx, crossover liquid: 7.70 eV
fragile branch K, C (crossover liquid): 0.00454, 0.2489 eV
fragile liquid K, C: 0.01228, 0.1795 eV
beta at Tm, Tx, Tg: 14.33, 22.32, 26.37 1/eV
budget ln(eta_g/eta_m): 34.54
budget spent Tg to Tx / Tx to Tm: 10.63 / 23.91
mean barrier Tg-Tm / Tx-Tm: 2.87 / 2.99 eV
viscosity at Tx, crossover liquid: 2.42e+07 Pa s
strong branch continued to Tm: 1.98e-02 Pa s
fastest crystallization (temperature, time):
  crossover: 762 K, 6.1 ns
  fragile: 751 K, 4.9 ns
  strong branch continued: 790 K, 333 ns
  pure Arrhenius, common limit: 775 K, 4.62e-01 s
top growth speed, crossover: 0.82 m/s
viscosity there: 2.14e-03 Pa s
lifetimes: crossover / fragile / pure Arrhenius
  440 K: 8.02e+05 / 8.02e+05 / 8.02e+05 s
  460 K: 3.93e+04 / 2.27e+02 / 1.60e+05 s
  480 K: 2.49e+03 / 6.05e-01 / 3.66e+04 s
  500 K: 1.98e+02 / 7.50e-03 / 9.48e+03 s
lifetime ratio crossover/fragile at 460 K: 173
heating per lost decade from Tg: 15.1 / 5.0 K
  simple estimate: 14.7 / 4.8 K
one-hour temperature, crossover / fragile: 477.2 / 452.5 K
ten-year temperature, crossover / fragile: 405.2 / 428.8 K
life at 358 K: 2.1e+05 / 4.1e+40 years
life at 533 K: 4.0e-01 / 4.9e-05 s
Tg of the high branch without crossover: 494.2 K
Stokes-Einstein breakdown, exponent 0.7:
  life at Tg: 25.3 s
  life at 460 K, crossover / fragile: 3.06e+00 / 8.30e-02 s
  one-hour temperature: 399.4 / 426.9 K
  time at 762 K: 4.8 ns
relaxation time at 460 K (G = 10 GPa): 4.96e+00 / 2.87e-02 s
glass quenched at 1e+11 K/s freezes near: 615 K
regrowth during that quench: 0.75 nm
cooling rate for 5 nm regrowth: 1.5e+10 K/s
nuclei per cell in growth time, 460 K, 0.06 J/m2: 3.6e+04
  same with 0.10 J/m2: 6.8e-01
  at 762 K with 0.06 J/m2: 3.8e-36
speed factor, weaker drive, at Tg / 762 K: 0.88 / 0.97
viscosity factor, rounded crossover, 460 K / Tx / 762 K: 1.000 / 0.50 / 0.990
fastest time if Tx is 480 / 560 K: 5.4 / 6.8 ns
```
